\section*{How gate voltage divides between hafnia and silicon dioxide}

\section{The problem}

The gate stack of a ferroelectric transistor contains a hafnia film of thickness $d_f=10$ nm and relative permittivity $\varepsilon_f=30$. Beneath it lies silicon dioxide with $d_i=1$ nm and $\varepsilon_i=3.9$, and beneath that the channel. Treat both films as linear dielectrics and the channel as a metal. What fraction of the gate voltage falls across the hafnia, and what are the two fields when the gate voltage is 1 V?

The gate voltage $V$ is measured from flat band, the setting at which the films are free of field when they hold no built-in polarization or charge. Any work-function difference between gate and channel has thus been subtracted. Fields are positive when they point from gate to channel. The films are flat and uniform, so that all quantities depend on depth alone.

\section{A tempting solution}

The stack is 11 nm thick and carries 1 V. The field is voltage divided by distance, so
\begin{equation}
E=\frac{V}{d_f+d_i}=\frac{1\ \text{V}}{11\ \text{nm}}.
\end{equation}
The hafnia occupies 10 nm of the path, and its fraction is
\begin{equation}
\frac{V_f}{V}=\frac{E\,d_f}{V}=\frac{d_f}{d_f+d_i}=\frac{10}{11}=0.909 .
\end{equation}
On this reckoning the oxide takes 9 per cent of the voltage and could nearly be ignored.

\section{Where it fails}

The permittivities never entered. The solution assumed that the \emph{same} field $E$ exists in both films, and Gauss's law does not allow this when the permittivities differ and the interface carries no free charge.

The algebra below is in atomic units, in which the elementary charge is 1 and the displacement in a linear film is
\begin{equation}
D=\frac{\varepsilon E}{4\pi}.
\end{equation}
In SI units the factor $1/4\pi$ is replaced by $\epsilon_0$. Enclose a piece of the interface in a flat box. The displacement leaving on the oxide side, minus that entering from the hafnia side, equals the free charge per area $\sigma$ inside:
\begin{equation}
\frac{\varepsilon_iE_i}{4\pi}-\frac{\varepsilon_fE_f}{4\pi}=\sigma .
\label{eq:gauss}
\end{equation}
With $E_i=E_f=E$ this would require $\sigma=(\varepsilon_i-\varepsilon_f)E/4\pi$, a negative charge that nobody has put there. The displacement, and not the field, is common to the two films.

\section{The right solution}

Set $\sigma=0$ in \eqref{eq:gauss}. Then
\begin{equation}
\varepsilon_fE_f=\varepsilon_iE_i=4\pi D .
\label{eq:common}
\end{equation}
Each voltage drop is field times thickness:
\begin{equation}
V_f=E_fd_f=4\pi D\,\frac{d_f}{\varepsilon_f},\qquad
V_i=E_id_i=4\pi D\,\frac{d_i}{\varepsilon_i}.
\end{equation}
A metallic channel has no internal drop, so $V=V_f+V_i$. Dividing $V_f$ by this sum cancels $4\pi D$:
\begin{equation}
f\equiv\frac{V_f}{V}=\frac{d_f/\varepsilon_f}{d_f/\varepsilon_f+d_i/\varepsilon_i}.
\label{eq:f}
\end{equation}
What counts is thickness divided by permittivity. For the given films,
\begin{equation}
\frac{d_f}{\varepsilon_f}=0.3333\ \text{nm},\qquad
\frac{d_i}{\varepsilon_i}=0.2564\ \text{nm},\qquad
f=\frac{0.3333}{0.5897}=0.565 .
\end{equation}
The hafnia takes 57 per cent of the gate voltage. The oxide, one eleventh of the thickness, takes 43 per cent. At $V=1$ V the fields are
\begin{align}
E_f&=\frac{0.565\ \text{V}}{10\ \text{nm}}=0.565\ \text{MV/cm}\quad(0.00565\ \text{V/\AA}),\\
E_i&=\frac{0.435\ \text{V}}{1\ \text{nm}}=4.35\ \text{MV/cm}.
\end{align}
Their ratio is $\varepsilon_f/\varepsilon_i=7.7$, as \eqref{eq:common} demands. The gate charge per area, $D=V/[4\pi(d_f/\varepsilon_f+d_i/\varepsilon_i)]$, is 1.50 $\mu$C/cm$^2$.

Two limits show what the formula contains. If $d_i\to0$, then $f\to1$. If $\varepsilon_i=\varepsilon_f$, the permittivities cancel and $f=d_f/(d_f+d_i)$, which is the tempting answer in the case where it holds.

Energy gives a second route. With the voltage fixed and no free charge between the electrodes, the true potential minimizes the field energy among all trial potentials with the same end values. Write $c_f=\varepsilon_f/d_f$ and $c_i=\varepsilon_i/d_i$. The energy per area is
\begin{equation}
W=\frac{1}{8\pi}\left[c_fV_f^2+c_i(V-V_f)^2\right].
\end{equation}
Setting $dW/dV_f=0$ gives $c_fV_f=c_i(V-V_f)$, hence
\begin{equation}
f=\frac{c_i}{c_f+c_i},
\label{eq:fc}
\end{equation}
which is \eqref{eq:f} after numerator and denominator are divided by $c_fc_i$. Minimizing this energy numerically gives 0.5652, and so does a numerical solution of Gauss's law on thin slices of the two films.

\section{How firm is the number?}

Let $x=d_f/\varepsilon_f$ and $y=d_i/\varepsilon_i$, so that $f=x/(x+y)$. Then
\begin{equation}
\frac{\partial f}{\partial\ln x}=\frac{xy}{(x+y)^2}=f(1-f),\qquad
\frac{\partial f}{\partial\ln y}=-\frac{xy}{(x+y)^2}=-f(1-f).
\end{equation}
Raising $\varepsilon_f$ lowers $x$, and thickening the oxide raises $y$. Both reduce $f$, at the rate $f(1-f)=0.246$ per unit change of the logarithm. A change of 10 per cent in either quantity therefore moves $f$ by about 0.025. With all else fixed, hafnia permittivities of 25 and 35 give 0.609 and 0.527, while oxide thicknesses of 0.8 and 1.2 nm give 0.619 and 0.520. Two tenths of a nanometre of oxide matter as much as a sizeable change in the hafnia.

Real electrodes also hold their charge at some depth. If it sits a distance $s$ inside a medium of permittivity $\varepsilon$, the same displacement crosses that distance, and the denominator of \eqref{eq:f} gains $s/\varepsilon$. For channel charge 1 nm deep in a semiconductor of permittivity 12, both rough values, $f$ falls to 0.495. For a rough screening length of 0.05 nm in the gate metal, with permittivity 1, it falls to 0.521. These are separate estimates, each made with the other effect left out.

\section{When the channel is not a metal}

A semiconductor channel bends its bands and takes a surface potential $\psi$. The films share what is left, in the same proportion as before:
\begin{equation}
V_f=f\,(V-\psi).
\label{eq:psi}
\end{equation}
To find $\psi$, take a p-type channel in equilibrium with bulk hole and electron densities $p_0$ and $n_0$. Let $\phi(z)$ be the potential relative to the bulk and $u=\phi/kT$. Boltzmann statistics give densities $p_0e^{-u}$ and $n_0e^{u}$. The bulk is neutral, so the ionized acceptors contribute $-(p_0-n_0)$, and the charge density is
\begin{equation}
\rho=p_0(e^{-u}-1)-n_0(e^{u}-1).
\end{equation}
Multiply Poisson's equation $\phi''=-4\pi\rho/\varepsilon_s$ by $\phi'$ and integrate from the bulk, where $\phi=\phi'=0$:
\begin{equation}
\tfrac12\phi'^2=-\frac{4\pi kT}{\varepsilon_s}\int_0^u\rho\,du' .
\end{equation}
The two integrals are elementary. At the surface, where $\phi=\psi$ and $u=\psi/kT$, the field $E_s=-\phi'$ obeys
\begin{equation}
E_s^2=\frac{8\pi kT}{\varepsilon_s}\left[p_0(e^{-u}+u-1)+n_0(e^{u}-u-1)\right],
\label{eq:es}
\end{equation}
with $E_s$ taking the sign of $\psi$. Continuity of displacement closes the problem:
\begin{equation}
V=\psi+\varepsilon_sE_s\left(\frac1{c_f}+\frac1{c_i}\right).
\label{eq:close}
\end{equation}

Take rough silicon-like values: $\varepsilon_s=12$, $10^{17}$ acceptors per cm$^3$, an intrinsic density of $10^{10}$ cm$^{-3}$ and 300 K. At $V=+1$ V the solution is $\psi=0.877$ V. Only 0.123 V remains for both films, and the hafnia receives
\begin{equation}
0.565\times0.123\ \text{V}=0.07\ \text{V},
\end{equation}
or 7 per cent of the gate voltage instead of 57. At $+2$ V, $\psi=1.034$ V and the share is 0.273. At $-1$ V holes gather at the surface, $\psi=-0.192$ V, and the share is 0.457.

Within this model, the metallic result is approached for \emph{increments} of voltage deep in inversion. There the term $n_0e^{u}$ dominates \eqref{eq:es}, so $E_s\propto e^{\psi/2kT}$ and $d\psi=2kT\,dE_s/E_s$. By \eqref{eq:close}, $V-\psi$ is proportional to $E_s$, which gives $d\psi=2kT\,d(V-\psi)/(V-\psi)$. Solving for $d\psi$,
\begin{equation}
\frac{d\psi}{dV}\simeq\frac{2kT}{2kT+V-\psi}.
\end{equation}
At 300 K, $2kT$ is about 0.05 eV. With $V-\psi=0.966$ V at $V=2$ V, the channel takes about 5 per cent of a further increment. The full equations give an incremental hafnia share of 0.536, against 0.565 for a metal. The usual onset of strong inversion, where the surface electron density equals the acceptor density ($\psi\approx0.83$ V here), is not deep enough. At $+1$ V the depletion term still dominates \eqref{eq:es}, the approximation above fails, and the incremental share is only 0.16. These figures rest on Boltzmann statistics, which are strained here: at $+2$ V they put about $2\times10^{20}$ electrons per cm$^3$ at the surface, well above the effective density of states of silicon, near $3\times10^{19}$ cm$^{-3}$. Fermi statistics lower the incremental share at $+2$ V by about 0.02 and the whole share there by a little under 0.01. At $-1$ V they lower the whole share by 0.01 to 0.02, depending on the valence-band density of states assumed. The quantum setback of the electrons from the surface, also omitted, lowers both shares at $+2$ V further, the incremental one to somewhat below 0.5 and the whole one to roughly 0.23.

\section{When the hafnia is ferroelectric}

A remanent polarization $P$, positive towards the channel, adds to the displacement in the hafnia: $D_f=\varepsilon_fE_f/4\pi+P$. Return to a metallic channel and allow an interface charge $\sigma$. Gauss's law becomes
\begin{equation}
\varepsilon_iE_i-\varepsilon_fE_f=4\pi(P+\sigma).
\end{equation}
Put $\varepsilon_iE_i=c_i(V-V_f)$ and $\varepsilon_fE_f=c_fV_f$, and solve for $V_f$:
\begin{equation}
V_f=fV-\frac{4\pi(P+\sigma)}{c_f+c_i},\qquad
V_i=(1-f)V+\frac{4\pi(P+\sigma)}{c_f+c_i}.
\label{eq:pol}
\end{equation}
If $P$ and $\sigma$ stay fixed while $V$ changes, then $dV_f/dV=f$ still holds. The fraction of the \emph{whole} voltage equals $f$ when $\sigma=-P$.

The offset can be large. For a rough $P=20\ \mu$C/cm$^2$, with $\sigma=0$ and $V=0$, \eqref{eq:pol} gives $V_f=-3.27$ V and $V_i=+3.27$ V. The hafnia field is then $-3.27$ MV/cm, opposed to the polarization and above a rough coercive field of 1 MV/cm. The oxide field is 32.7 MV/cm, above a rough breakdown field of 10 MV/cm. Such a state is not self-consistent: the polarization must shrink, or charge must arrive to compensate it. To keep the oxide at or below 10 MV/cm at $V=0$, the net $P+\sigma$ may not exceed 6.11 $\mu$C/cm$^2$. If $P$ keeps its full value, interface charge must cancel at least 69 per cent of it.

Much smaller charges are already visible. At $V=1$ V, a net charge of 0.0611 $\mu$C/cm$^2$, or $3.8\times10^{11}$ elementary charges per cm$^2$, shifts $V_f/V$ by 0.01. This also prices the tempting solution. Raising the fraction from 0.565 to 0.909 takes
\begin{equation}
\frac{0.909-0.565}{0.01}\times0.0611\ \mu\text{C/cm}^2=2.1\ \mu\text{C/cm}^2
\end{equation}
of negative interface charge, more than the 1.50 $\mu$C/cm$^2$ that the gate holds in the correct solution.

Can charge reach the interface? Consider an electron at the channel's band edge. In a layer of width $w$ whose barrier falls linearly from $a$ to $b$ above the electron's energy, the semiclassical transmission is roughly $e^{-S}$. Changing the variable from depth to barrier height $U$ gives
\begin{equation}
S=2\int_0^w\!\sqrt{2mU}\,dz
=\frac{2w\sqrt{2m}}{a-b}\int_b^a\!\sqrt U\,dU
=\frac{4w\sqrt{2m}}{3}\,\frac{a^{3/2}-b^{3/2}}{a-b}.
\end{equation}
Take rough barriers of 3.1 eV in the oxide and 1.5 eV in the hafnia, masses of 0.5 and 0.2 electron masses, and the metallic-channel voltage drops at 1 V. Then $S=12.3$ for the oxide alone and 52.6 for the whole stack. With a rough attempt rate of $10^{13}$ s$^{-1}$, crossing the oxide takes $e^{12.3}/10^{13}\ \text{s}^{-1}$, some tens of nanoseconds. The exponential makes this an order of magnitude at best, and it leaves out capture by a trap. Capture is needed for the electron to stay, because the hafnia band edge at the interface lies about 1.1 eV above its energy. With the smaller drops left by the semiconductor channel at 1 V, the oxide exponent is 12.7, the whole-stack exponent is 67 and this offset is about 1.4 eV. The estimate does show that a 1 nm oxide cannot be assumed to keep charge away from the interface.

\section{Beside a real device}

A hafnia film near 10 nm on roughly 1 nm of interfacial oxide is a typical ferroelectric-transistor stack, and the permittivities used here are ordinary ones. In the metallic-channel model with $P+\sigma=0$, the hafnia reaches the rough coercive field of 1 MV/cm at $V=1.0\ \text{V}/0.565=1.77$ V. The oxide reaches 10 MV/cm at $V=1.0\ \text{V}/0.435=2.30$ V, so there is little room between switching and oxide stress. By \eqref{eq:pol}, a net $P+\sigma$ of only $+1\ \mu$C/cm$^2$ changes these voltages to 2.06 and 1.92 V and so reverses their order, while a net $-1\ \mu$C/cm$^2$ moves them apart, to 1.48 and 2.68 V. Which sign applies depends on how far the film has switched and how fully it is compensated. Real devices break two of the assumptions strongly. Their channels are semiconductors, which in the example lowers the share at $+1$ V from 0.57 to 0.07. Their hafnia is polarized, which can shift the film voltages by volts unless the polarization is largely compensated. The value 0.57 is thus best used for small voltage steps at fixed polarization and trapped charge, with the channel well past the onset of strong inversion (near $+2$ V in the example, not $+1$ V), and even there degeneracy and the setback of the channel charge can bring it somewhat below 0.5. The main computed values, without the corrections for Fermi statistics and quantum setback, are collected in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
hafnia: 10.0 nm, permittivity 30.0
oxide: 1.0 nm, permittivity 3.9
gate voltage from flat band: 1.00 V
d/eps hafnia: 0.3333 nm
d/eps oxide: 0.2564 nm
fraction across hafnia f: 0.5652
fraction across oxide: 0.4348
fraction from Poisson solver: 0.5652
fraction from energy minimum: 0.5652
thickness ratio alone: 0.9091
voltage across hafnia: 0.5652 V
voltage across oxide: 0.4348 V
field in hafnia: 0.565 MV/cm
field in hafnia: 0.00565 V/angstrom
field in oxide: 4.348 MV/cm
gate charge: 1.501 uC/cm2
rough coercive field: 1.0 MV/cm
gate voltage at coercive field: 1.77 V
rough oxide breakdown field: 10.0 MV/cm
gate voltage at breakdown field: 2.30 V
df/dln(eps_f) = df/dln(d_i): -0.2457
f at hafnia permittivity 25: 0.609
f at hafnia permittivity 35: 0.527
f at oxide thickness 0.8 nm: 0.619
f at oxide thickness 1.2 nm: 0.520
channel: permittivity 12, T = 300 K
channel acceptors: 1.0e+17 cm^-3
channel intrinsic density: 1.0e+10 cm^-3
V = -1 V: surface potential -0.192 V, hafnia share 0.457
V = +1 V: surface potential +0.877 V, hafnia share 0.069
V = +2 V: surface potential +1.034 V, hafnia share 0.273
incremental hafnia share at +2 V: 0.536
f with charge set back 1.0 nm: 0.495
f with gate screening 0.05 nm: 0.521
rough remanent polarization: 20.0 uC/cm2
with it uncompensated, at zero gate voltage:
  voltage across hafnia: -3.27 V
  field in hafnia: -3.27 MV/cm
  field in oxide: 32.7 MV/cm
largest net P+sigma, V=0: 6.11 uC/cm2
share of P that must be cancelled: 0.69
charge shifting f by 0.01: 0.0611 uC/cm2
  the same in e: 3.81e+11 cm^-2
oxide barrier 3.1 eV, mass 0.5 m_e
hafnia barrier 1.5 eV, mass 0.2 m_e
tunnelling exponent, oxide: 12.3
tunnelling exponent, whole stack: 52.6
rough attempt rate: 1e+13 s^-1
rough time to cross oxide: 22 ns
\end{verbatim}
